When can Jx and Jz share an eigenvector?

**Question**

I have been using the rule "if two observables do not commute, they have no common eigenvectors". For angular momentum, [Jz, Jx] = iJy in units where ħ = 1, so Jx and Jz should have none. But an s orbital does not depend on angle. Acting on it, Lx gives zero and so does Lz, which makes it an eigenvector of both.

Is the rule wrong, or is the s orbital a special exception? And if there are exceptions, which states are they? I can think of two other candidates. One is an s orbital with a little p_z mixed in, which still has the definite value Lz = 0. The other is the p_y orbital: Ly gives zero on it, so the commutator of Lz and Lx gives zero too. Do these count?

**Answer**

The rule is wrong as you state it. What noncommuting operators cannot have is a complete basis of common eigenvectors. Suppose A and B had such a basis, with Aφ = aφ and Bφ = bφ for each basis vector φ. Then

ABφ = A(bφ) = abφ
BAφ = B(aφ) = abφ

so AB and BA would agree on every basis vector, and hence on every combination of them. The operators would commute. One common eigenvector ψ demands far less, namely that the commutator gives zero on that vector:

[A, B]ψ = 0.

This condition is necessary. It is not sufficient, as your p_y orbital will show. For angular momentum the three components are tied together so tightly that the common eigenvectors can be found completely.

**Setting**

Let Jx, Jy, Jz be Hermitian and obey

[Jx, Jy] = iJz, [Jy, Jz] = iJx, [Jz, Jx] = iJy.

The space of states is an orthogonal sum of multiplets. A multiplet with quantum number j has 2j + 1 states, with Jz eigenvalues −j, −j + 1, ..., j, and on all of them J² = Jx² + Jy² + Jz² equals j(j + 1). The same j may occur several times; all multiplets with that j together form the sector j. Any state is then a sum of its sector components,

ψ = ψ_0 + ψ_1/2 + ψ_1 + ... ,

where some components may vanish.

Suppose ψ is nonzero and is an eigenvector of both operators:

Jxψ = aψ, Jzψ = bψ.

Each component of J carries a multiplet into itself, so it never moves a vector from one sector to another. The part of Jxψ in sector j is therefore Jxψ_j, while the part of aψ in that sector is aψ_j. Comparing them, and doing the same for Jz, gives

Jxψ_j = aψ_j, Jzψ_j = bψ_j for every j,

with the same a and b in all sectors. We may now work in one sector at a time. There the operators are bounded, so products such as JzJxψ_j are well defined even if the full space has infinitely many sectors.

**Two eigenvalue equations force everything to zero**

Start with the commutator of the two operators in question:

iJyψ_j = JzJxψ_j − JxJzψ_j
= aJzψ_j − bJxψ_j
= abψ_j − baψ_j
= 0.

So Jyψ_j = 0. The third component has acquired a definite value, zero, without our having assumed anything about it. Now use this in the second commutator:

iJxψ_j = JyJzψ_j − JzJyψ_j
= bJyψ_j − Jz(0)
= 0.

And in the third:

iJzψ_j = JxJyψ_j − JyJxψ_j
= Jx(0) − aJyψ_j
= 0.

All three components give zero on ψ_j. Applying each of them once more and adding,

0 = (Jx² + Jy² + Jz²)ψ_j = j(j + 1)ψ_j.

For j > 0 the factor j(j + 1) is positive, so ψ_j = 0. The sole component that can survive is ψ_0. Since ψ was nonzero, ψ_0 is nonzero, and from Jxψ_0 = 0 = aψ_0 we get a = 0. In the same way b = 0.

For the converse, take any nonzero ψ made of j = 0 components alone. Then J²ψ = 0, and because the operators are Hermitian,

0 = ⟨ψ|J²|ψ⟩ = ‖Jxψ‖² + ‖Jyψ‖² + ‖Jzψ‖².

A sum of three nonnegative numbers vanishes only if each number does. Hence Jxψ = Jyψ = Jzψ = 0, and ψ is a common eigenvector.

So a nonzero state is a common eigenvector of Jx and Jz exactly when all its components with j > 0 vanish. Your s orbital qualifies. The s orbital with some p_z mixed in does not, however small the admixture.

**What this means physically**

The operator that rotates a state by an angle θ about the unit vector n is exp(−iθ n·J). If all three components of J give zero on ψ, every term of the exponential series after the first gives zero, and

exp(−iθ n·J)ψ = ψ.

The common eigenvectors are thus the states that no rotation changes. They have no direction in which an angular momentum could point, which is why definite values of two components do not conflict.

Nothing depends on the two axes being perpendicular. Let n lie in the xz plane at an angle β from z, with sin β ≠ 0, so that

J_n = cos β Jz + sin β Jx.

If J_nψ = cψ and Jzψ = bψ, then

Jxψ = (J_nψ − cos β Jzψ)/sin β = [(c − b cos β)/sin β]ψ,

so ψ is also an eigenvector of Jx and the result above applies. If sin β = 0 the two axes lie along one line, J_n = ±Jz, and all eigenvectors are shared.

The zero eigenvalues come from the angular momentum algebra, not from noncommutation as such. Take a three-dimensional space in which A multiplies the first basis vector by 5 and acts as the Pauli matrix σx on the other two, while B multiplies the first by 7 and acts as σz on the others. A and B do not commute, yet they share the first basis vector with eigenvalues 5 and 7.

**Spins: which angular momentum do you mean?**

The statement concerns the j that belongs to the operators you ask about. For an electron in an s orbital, Lx and Lz share the orbital state because l = 0. If the spin is included and you ask about J = L + S, the total is j = 1/2. There is then no j = 0 component, so no state of that electron's s shell is a common eigenvector of Jx and Jz.

Two spins 1/2 offer both possibilities. Consider

S = (↑↓ − ↓↑)/√2, T = (↑↓ + ↓↑)/√2,

where the first arrow refers to the first spin. Both have total Jz = 0. The total Jx flips one spin at a time with a factor 1/2:

Jx ↑↓ = ½(↓↓ + ↑↑)
Jx ↓↑ = ½(↑↑ + ↓↓).

The two right-hand sides are equal. In S they cancel, giving JxS = 0. In T they add, giving

JxT = (↑↑ + ↓↓)/√2,

which is not a multiple of T. The singlet S has j = 0 and is shared; the triplet state T has j = 1 and is not, although its Jz value is the same. A zero value of Jz is therefore no substitute for j = 0.

With more spins there can be several independent common eigenvectors. Four spins 1/2 have 16 states. Six of them have total M = 0 (choose which two spins point up) and four have M = 1 (choose which one points down). Every multiplet here has integer j and contains one state with M = 0; every multiplet with j ≥ 1 also contains one with M = 1. The number of j = 0 multiplets is the difference, 6 − 4 = 2. The common eigenvectors fill a two-dimensional subspace of the 16-dimensional space. A spin 1 coupled to a spin 1/2, by contrast, has half-integer j throughout, and its six-dimensional space contains no common eigenvector.

**How much does a small admixture matter?**

For your mixture of s and p_z we can say how far it is from being shared. The measure is the spread ΔA, defined for a normalized state by

(ΔA)² = ⟨A²⟩ − ⟨A⟩² = ‖(A − ⟨A⟩)ψ‖².

It vanishes precisely when Aψ = ⟨A⟩ψ, that is, when ψ is an eigenvector of A.

Take a normalized ψ with Jzψ = mψ and finite ⟨J²⟩. Let w_j = ‖ψ_j‖² be the weight of sector j, so that the weights add up to 1. The mean of Jx is zero, because

i⟨Jx⟩ = ⟨JyJz⟩ − ⟨JzJy⟩ = m⟨Jy⟩ − m⟨Jy⟩ = 0.

In the first term Jz acts to the right, in the second to the left. For the mean of Jx², define J± = Jx ± iJy. Squaring gives

J₊² = Jx² − Jy² + i(JxJy + JyJx)
J₋² = Jx² − Jy² − i(JxJy + JyJx)

and adding the two lines gives

Jx² − Jy² = ½(J₊² + J₋²).

From the commutators,

[Jz, J±] = iJy ± i(−iJx) = iJy ± Jx = ±J±,

so J₊ raises the Jz eigenvalue by one and J₋ lowers it by one. The vectors J₊²ψ and J₋²ψ then belong to the eigenvalues m + 2 and m − 2, or are zero. Either way they are orthogonal to ψ, and therefore ⟨Jx²⟩ = ⟨Jy²⟩. Since ⟨Jz²⟩ = m²,

2⟨Jx²⟩ = ⟨J²⟩ − m² = Σ_j w_j j(j + 1) − m².

Using Σ_j w_j = 1 to bring m² under the sum,

(ΔJx)² = ½ Σ_j w_j [j(j + 1) − m²].

A sector with nonzero weight must contain the value m, so m² ≤ j² there, and each bracket is at least j(j + 1) − j² = j. Hence

(ΔJx)² ≥ ½ Σ_j w_j j.

The right-hand side is positive as soon as any weight sits at j > 0. This is a second proof of the main result for states with finite ⟨J²⟩, and it puts a number on the failure.

The bound is reached by a single multiplet with m = j, where ΔJx = √(j/2). This spread grows with j, but relative to the length scale j it is

ΔJx/j = 1/√(2j),

which tends to zero. For large j such a state behaves more and more like a classical vector along z, with Jx ≈ 0 and Jz = j both sharp on the scale of j. It never becomes a common eigenvector: in units of ħ the spread increases.

One can also ask how well a state does if it is not required to be an eigenvector of either operator. For normalized ψ and any eigenvalues a of Jx and b of Jz, define the joint misfit

D = √(‖(Jx − a)ψ‖² + ‖(Jz − b)ψ‖²).

For j = 1/2 we have Jx² = Jz² = 1/4, and with a = b = 1/2

D² = ⟨(¼ − Jx + ¼) + (¼ − Jz + ¼)⟩ = 1 − ⟨Jx + Jz⟩.

The operator Jx + Jz is √2 times the component along the diagonal between x and z, so its largest eigenvalue is √2/2. The smallest D² is 1 − 0.7071 = 0.2929, giving D = 0.541. Other signs of a and b give the same value by symmetry. For larger j, I minimized D numerically, taking the smallest singular value of the matrix Jx − a stacked on Jz − b for every eigenvalue pair. The result is 0.662 for j = 1, 0.870 for j = 2 and 1.133 for j = 4. In these multiplets no compromise comes close to zero.

**Why p_y does not count**

The angular momentum operators are

Lx = −i(y∂z − z∂y), Lz = −i(x∂y − y∂x).

They give zero on any function of r, so for p orbitals it is enough to let them act on x, y or z:

Lx y = iz, so Lx p_y = i p_z
Lz y = −ix, so Lz p_y = −i p_x.

Neither result is a multiple of p_y, so p_y is an eigenvector of neither operator. Both results have norm 1 and are orthogonal to p_y, so both means are zero and

ΔLx = ΔLz = 1.

Still, the commutator does give zero. The reason is that Lz p_z = 0 and Lx p_x = 0, so

LzLx p_y = i Lz p_z = 0
LxLz p_y = −i Lx p_x = 0.

The two orders agree on this vector although each operator changes it. This is why a vanishing commutator on ψ does not suffice. In the proof above, Jyψ_j = 0 was just the first of three conclusions, and the other two needed the eigenvalue equations again.

The uncertainty relation can mislead in a similar way. For these operators it reads

ΔLx ΔLz ≥ ½|⟨Ly⟩|.

In p_z we have ΔLz = 0 and ⟨Ly⟩ = 0, so the relation says 0 ≥ 0. But Lx z = −iy, so Lx p_z = −i p_y and ΔLx = 1. A zero product requires one spread to vanish; a common eigenvector requires both to vanish.

**Numbers for an electron on a sphere**

To attach an energy to the misfit, let an electron move freely on a sphere of radius R = 2 Å. In atomic units its Hamiltonian is

H = B L², B = 1/(2R²),

and with the physical constants inserted B = 0.9525 eV. Spin plays no part here. Consider the states

ψ = √w₀ Y₀₀ + √w₁ Y₁₀ + √w₂ Y₂₀, w₀ + w₁ + w₂ = 1,

where the first index is l and the second is m. All have Lz = 0 with certainty. Setting m = 0 in the spread formula gives (ΔLx)² = ½ Σ w_l l(l + 1), while the mean energy is B Σ w_l l(l + 1). Therefore

⟨H⟩ = 2B(ΔLx)².

In this model, and for m = 0, the kinetic energy directly measures how far the state is from being an eigenvector of Lx.

Pure Y₀₀: the spread and the energy are both zero. The wave function is constant over the sphere, so it has no gradient and no kinetic energy.

99% Y₀₀ and 1% Y₁₀, your mixture:

(ΔLx)² = ½ × 0.01 × 2 = 0.01, so ΔLx = 0.1
⟨H⟩ = 2 × 0.9525 eV × 0.01 = 0.0190 eV.

One percent of weight produces a spread of a tenth of ħ, because the spread follows the amplitude √w₁ and not the weight.

90% Y₀₀, 8% Y₁₀ and 2% Y₂₀:

(ΔLx)² = ½(0.08 × 2 + 0.02 × 6) = 0.08 + 0.06 = 0.14
⟨H⟩ = 2 × 0.9525 eV × 0.14 = 0.267 eV (0.0098 hartree).

The l = 2 part has a quarter of the weight of the l = 1 part but contributes three quarters as much, since l(l + 1) is three times larger.

Pure Y₁₀, the p_z case: (ΔLx)² = 1 and ⟨H⟩ = 1.905 eV.

The 1% mixture also shows what a measurement would reveal. Using Lx p_z = −i p_y and Lx p_y = i p_z,

Lx(p_z + i p_y) = −i p_y − p_z = −(p_z + i p_y)
Lx(p_z − i p_y) = −i p_y + p_z = +(p_z − i p_y).

These are eigenvectors of Lx with eigenvalues −1 and +1, and p_z is half their sum, so it contains both with equal weight. Measuring Lz on the mixture yields 0 every time. Measuring Lx instead yields 0 with probability 0.99, and +1 or −1 with probability 0.005 each. The mean square is 0.005 + 0.005 = 0.01, as found above. An experiment with few repetitions could easily miss the difference from a pure s state, but the state is not an eigenvector of Lx.

The link between sharing and low energy belongs to this model. In a central potential the radial motion contributes energy as well, and an excited s state is a common eigenvector of Lx and Lz just as the lowest one is. What decides the matter is the angular dependence, not the energy.

All numerical values are calculated from the stated model.
